Hermite Gaussian expansion of Cartesian overlap distributions: recurrences and truncation, part 1

(Sections cited here and not found follow in the second part.)

Q. You say that the McMurchie-Davidson scheme rewrites a product of two Cartesian Gaussians on different centres as a sum of functions on a single centre. Before I accept anything about the coefficients, tell me exactly what is expanded and in what.

A. Take one Cartesian direction x. Lengths are in metres and the exponents a > 0 and b > 0 are in m⁻². With centres A and B, write x_A = x − A and x_B = x − B, and in general X_UV = U − V for two fixed points U and V. The two unnormalised Gaussians, with integers i ≥ 0 and j ≥ 0, are

G_i(x) = x_A^i exp(−a x_A²),  G_j(x) = x_B^j exp(−b x_B²),

and their product is the overlap distribution

Ω_ij(x) = G_i(x) G_j(x), (1)

which has the unit m^(i+j). Define

p = a + b,  μ = ab/p,  P = (aA + bB)/p,  K = exp(−μ X_AB²),

and x_P = x − P. The functions to expand in are the Hermite Gaussians

Λ_t(x) = (∂/∂P)^t exp(−p x_P²),  t = 0, 1, 2, …, (2)

where the derivative is taken at fixed x and fixed p. Λ_t has the unit m^(−t). The expansion sought is

Ω_ij(x) = Σ_t E_t^{ij} Λ_t(x) (3)

with coefficients independent of x. For the units of (3) to balance, E_t^{ij} must carry m^(i+j+t). No physical constant enters: the statement is about functions, and it holds whatever Hamiltonian the basis is later used for.

Q. Why that exponent and that point? P looks like a centre of mass, but that is an analogy and no reason.

A. The reason is found by adding the exponents in the product. Expanding the squares,

a x_A² + b x_B² = (a + b)x² − 2(aA + bB)x + aA² + bB² = p x² − 2pPx + aA² + bB².

Since p x_P² = p x² − 2pPx + pP², the sum equals p x_P² plus the constant aA² + bB² − pP². Put this constant over the denominator p:

aA² + bB² − pP² = [(a + b)(aA² + bB²) − (aA + bB)²]/p.

The first product in the bracket is a²A² + abB² + abA² + b²B², and the square is a²A² + 2abAB + b²B². The terms a²A² and b²B² cancel, which leaves ab(A² − 2AB + B²)/p = μ X_AB². Therefore

a x_A² + b x_B² = p x_P² + μ X_AB². (4)

This is the Gaussian product rule. The values of p and P are forced, because they are the only ones that absorb both the x² term and the x term. The displacements of P from the two centres are

X_PA = P − A = [aA + bB − (a + b)A]/p = −(b/p) X_AB,
X_PB = P − B = [aA + bB − (a + b)B]/p = +(a/p) X_AB. (5)

For A ≠ B they have opposite signs, so P lies between the centres, and |X_PA|/|X_PB| = b/a, so P is nearer to the tighter Gaussian. Because x − A = (x − P) + (P − A),

x_A = x_P + X_PA,  x_B = x_P + X_PB. (6)

With the abbreviations y = x_P and n = i + j, equations (4) and (6) turn (1) into

Ω_ij = K r_ij(y) exp(−p y²),  r_ij(y) = (y + X_PA)^i (y + X_PB)^j. (7)

The polynomial r_ij has exact degree n and leading coefficient 1.

Q. You differentiate with respect to P in (2), yet P is fixed by a, b, A and B. What is held constant? If K or X_PA changed with P, the definition would be ambiguous.

A. In (2) the function exp(−p(x − P)²) is regarded as a function of three independent arguments x, p and P; it is differentiated in the third, and only afterwards is P set to (aA + bB)/p. Neither K nor X_PA appears in (2), so nothing else can vary. The definition also has a meaning in terms of the centres. By (5), A = P + (b/p)X_AB and B = P − (a/p)X_AB, so (P, X_AB) are independent coordinates for the pair (A, B). At fixed X_AB, ∂A/∂P = ∂B/∂P = 1, and the chain rule gives ∂/∂P = ∂/∂A + ∂/∂B, a rigid shift of both centres. K, X_PA and X_PB depend on X_AB alone and do not change under that shift.

Q. To raise i by one you must multiply by x_A. A Hermite Gaussian is defined by a derivative. What does multiplication by a coordinate do to it?

A. Write g = exp(−p x_P²). Since ∂x_P/∂P = −1,

∂g/∂P = (−2p x_P)(−1) g = 2p x_P g.

Then Λ_{t+1} = (∂/∂P)^t [2p x_P g]. The Leibniz rule for the t-th derivative of a product f g is Σ_k C(t,k) f^(k) g^(t−k), with C(t,k) the binomial coefficient. For f = x_P only k = 0 and k = 1 survive, because the first derivative of x_P is −1 and all higher ones are zero. With C(t,1) = t,

Λ_{t+1} = 2p [x_P Λ_t − t Λ_{t−1}]. (8)

At t = 0 the second term is absent, which the factor t expresses. Dividing by 2p and moving the last term across,

x_P Λ_t = Λ_{t+1}/(2p) + t Λ_{t−1}. (9)

The plus sign in (9) comes from the minus sign in (8), and that in turn from ∂x_P/∂P = −1. Had Λ_t been defined with ∂/∂x, each function would acquire the factor (−1)^t and both terms on the right of (9) would change sign. Multiplication by x_P thus moves the order t by exactly one unit, up with weight 1/(2p) or down with weight t.

Q. You will want to compare coefficients of Λ_t on two sides of an equation. That needs linear independence, and you have not even shown that an expansion (3) exists.

A. Both follow from the form of Λ_t. The claim is that Λ_t = λ_t(y) exp(−p y²), where λ_t is a polynomial of exact degree t with leading coefficient (2p)^t and parity (−1)^t. It is true for λ_0 = 1 and λ_1 = 2p y. Dividing (8) by the Gaussian gives

λ_{t+1}(y) = 2p [y λ_t(y) − t λ_{t−1}(y)]. (10)

Suppose the claim holds up to t. The term yλ_t has degree t + 1 and leading coefficient (2p)^t, while λ_{t−1} has degree t − 1 and cannot affect the top power; so λ_{t+1} has degree t + 1 and leading coefficient (2p)^{t+1}. Under y → −y the term yλ_t takes the sign (−1)^{t+1} and λ_{t−1} takes (−1)^{t−1}, which is the same sign. The induction is complete. The next two polynomials are

λ_2 = 2p[2p y² − 1] = 4p²y² − 2p,
λ_3 = 2p[4p²y³ − 2p y − 4p y] = 8p³y³ − 12p²y.

The name Hermite comes from the polynomials defined by H_0 = 1, H_1(z) = 2z and H_{t+1} = 2zH_t − 2tH_{t−1}. Set z = √p y and multiply this recurrence by p^((t+1)/2). The first term becomes 2p y · p^(t/2)H_t and the second −2pt · p^((t−1)/2)H_{t−1}. That is (10) for the functions p^(t/2)H_t(√p y), and the starting values 1 and 2p y agree as well, so λ_t(y) = p^(t/2)H_t(√p y).

Independence comes next. Suppose Σ_{t=0}^{N} c_t Λ_t = 0 for all x. The Gaussian is never zero, so Σ c_t λ_t(y) = 0 as a polynomial. Only λ_N contains y^N, so c_N(2p)^N = 0 and c_N = 0, because p > 0. The same argument then removes c_{N−1}, and so on down to c_0. Two finite expansions of the same function therefore have the same coefficients.

For existence, note that λ_0, …, λ_n are n + 1 independent elements of the space of polynomials of degree at most n, which has dimension n + 1. They form a basis of it, and the polynomial K r_ij in (7) is a combination of them. Multiplying by exp(−p y²) gives (3).

Q. Then where does the sum in (3) stop?

A. The existence argument has answered that. It produced an expansion that uses only t = 0, …, i + j. By independence, any finite expansion, however many terms it is allowed, coincides with this one, so

E_t^{ij} = 0 for t > i + j. (11)

The bound is attained. The power y^n occurs on the left with coefficient K and on the right only in λ_n, with coefficient E_n^{ij}(2p)^n, so

E_{i+j}^{ij} = K/(2p)^{i+j}, (12)

which is positive for every finite separation. For i = j = 0, equation (7) reads Ω_00 = KΛ_0, so E_0^{00} = K and all other E_t^{00} are zero.

Q. Existence does not give me numbers. Derive the rule that produces the coefficients, and show the index shifts, since that is where a factor t or t + 1 can go wrong.

A. From (1) and (6), Ω_{i+1,j} = x_A Ω_ij = (x_P + X_PA)Ω_ij. Insert (3), with t running from 0 to n, and apply (9) to each term:

Ω_{i+1,j} = Σ_{t=0}^{n} E_t^{ij} Λ_{t+1}/(2p) + X_PA Σ_{t=0}^{n} E_t^{ij} Λ_t + Σ_{t=1}^{n} t E_t^{ij} Λ_{t−1}.

The third sum starts at t = 1 because its t = 0 term carries the factor zero. In the first sum put s = t + 1, so that t = s − 1 and s runs from 1 to n + 1; it becomes Σ E_{s−1}^{ij} Λ_s/(2p). In the second put s = t. In the third put s = t − 1, so that t = s + 1 and s runs from 0 to n − 1; it becomes Σ (s + 1)E_{s+1}^{ij} Λ_s. The integer factor belongs to the order of the function before the downward step, which is why it appears as s + 1. Adopt the convention E_t^{ij} = 0 for t < 0 and use (11) for t > n. Each of the three sums can then be extended to s = 0, …, n + 1, since only zero terms are added:

Ω_{i+1,j} = Σ_{s=0}^{n+1} [E_{s−1}^{ij}/(2p) + X_PA E_s^{ij} + (s + 1)E_{s+1}^{ij}] Λ_s.

The left side also equals Σ_s E_s^{i+1,j} Λ_s, and by independence the coefficients agree. Renaming s as t,

E_t^{i+1,j} = E_{t−1}^{ij}/(2p) + X_PA E_t^{ij} + (t + 1) E_{t+1}^{ij}. (13a)

The same steps applied to Ω_{i,j+1} = x_B Ω_ij = (x_P + X_PB)Ω_ij differ only in the constant:

E_t^{i,j+1} = E_{t−1}^{ij}/(2p) + X_PB E_t^{ij} + (t + 1) E_{t+1}^{ij}. (13b)

There are thus two recurrences, one for each index, and "three-term" counts the neighbouring orders t − 1, t and t + 1 on the right-hand side. The units agree term by term. The left side has m^(n+1+t). The first term has m² · m^(n+t−1), the second m · m^(n+t), and the third m^(n+t+1).

Q. You used (11) to derive (13). And (13) asks for E_{t+1} in order to give E_t, which looks like a chain that never closes. Does the recurrence by itself respect the cut-off?

A. The coefficient E_{t+1} on the right belongs to the level n = i + j, which is already complete when the level n + 1 is computed, so there is no open chain. The cut-off can also be proved from the recurrence alone. Forget (11), start from E_0^{00} = K with E_t^{00} = 0 for t ≠ 0, and let (13) define the rest. Suppose E_t^{ij} = 0 for all t > n. For t > n + 1 the three orders on the right satisfy t − 1 > n, t > n and t + 1 > n, so every term vanishes and the new coefficient is zero for all t above the new sum of indices. At t = n + 1 only the first term survives, E_{n+1}^{i+1,j} = E_n^{ij}/(2p), and repeating this from E_0^{00} = K gives (12) again. Each step uses only (9), so the numbers so defined do satisfy (3).

The structure can be read as a count of paths. Every application of (13) takes the order up by one with weight 1/(2p), leaves it with weight X_PA or X_PB, or takes it down by one with an integer weight. A contribution to E_t^{ij} is a path of n steps from order 0 to order t that never goes below zero. With u steps up, s level steps and d steps down,

u + s + d = n,  u − d = t,  and by subtraction  s = n − t − 2d. (14)

Since s ≥ 0 and d ≥ 0, a path exists only if t ≤ n, which is (11). By (5) each level step brings one power of X_AB, so E_t^{ij}/K is a polynomial in X_AB containing only the powers n − t, n − t − 2, and so on.

The coefficient just below the top has s = 1 and d = 0. The claim is

E_{n−1}^{ij} = K (i X_PA + j X_PB)/(2p)^{n−1}. (15)

For n = 0 the bracket is zero, in accord with E_{−1} = 0. Assuming (15) at level n and using (13a) at t = n, where E_{n+1}^{ij} = 0,

E_n^{i+1,j} = K(i X_PA + j X_PB)/(2p)^n + X_PA K/(2p)^n = K[(i + 1)X_PA + j X_PB]/(2p)^n,

which is (15) at level n + 1; equation (13b) does the same for j.

Q. I can reach (i, j) by raising i first, or j first, or alternating. Why should the results agree?

A. Every route multiplies Ω_00 by the same i factors x_A and j factors x_B, and multiplication of functions commutes, so every route ends at a finite expansion of the same Ω_ij. Independence then makes the coefficients equal. The lowest case can be seen directly. Raising i gives E_0^{10} = K X_PA and E_1^{10} = K/(2p); then (13b) gives E_0^{11} = X_PB · K X_PA + K/(2p) and E_1^{11} = K X_PA/(2p) + X_PB K/(2p). Both are unchanged when X_PA and X_PB are exchanged, and that exchange is what the other order produces.

Q. Your uniqueness covers finite sums. Someone could offer an infinite series with nonzero E_t for t > i + j that still sums to Ω_ij. Can you exclude that?

A. Within a stated sense of convergence it can be excluded, and the argument gives an explicit formula as well. It needs two integrals. The first is I = ∫exp(−p y²)dy over the real line. Its square is the integral of exp(−pρ²) over the plane, 2π∫ρ exp(−pρ²)dρ = 2π/(2p), so I = √(π/p). For the second, let q(x) be a polynomial that does not depend on P. The integrand q(x)exp(−p x_P²) and all its P-derivatives are bounded by integrable functions uniformly for P in a bounded interval, so differentiation and integration may be exchanged:

∫q(x)Λ_t dx = (∂/∂P)^t ∫q(x)exp(−p(x − P)²)dx = (∂/∂P)^t ∫q(y + P)exp(−p y²)dy.

After the substitution x = y + P the variable P appears only in q, and each derivative acts on it:

∫q(x)Λ_t(x)dx = ∫q^(t)(x) exp(−p x_P²)dx. (16)

No factor (−1)^t appears. Integrating by parts in x would give (−1)^t, and ∂/∂P = −∂/∂x on the Gaussian gives another, so the two cancel. The right side is zero whenever the degree of q is below t.

Equation (16) holds for each value of P and each polynomial q, so one may choose q(x) = λ_s(x − P₀) with a fixed P₀ and then set P = P₀. Let I_st = ∫λ_sλ_t exp(−p y²)dy, which is symmetric in s and t. For s < t the t-th derivative of λ_s is zero, so I_st = 0, and symmetry covers s > t. For s = t the derivative is the constant t!(2p)^t. Hence

∫λ_s Λ_t dx = δ_st (2p)^t t! √(π/p). (17)

Define the scalar product ⟨f, h⟩ = ∫f h exp(+p y²)dx. Then ⟨Λ_s, f⟩ = ∫λ_s f dx, and (17) says that the Λ_t are orthogonal with finite norm. Suppose partial sums S_N = Σ_{t≤N} c_t Λ_t converge to Ω_ij in this norm. The Cauchy-Schwarz inequality gives |⟨Λ_s, Ω_ij − S_N⟩| ≤ ‖Λ_s‖ ‖Ω_ij − S_N‖ → 0, while ⟨Λ_s, S_N⟩ = c_s(2p)^s s!√(π/p) for every N ≥ s. So c_s is fixed, and it equals

E_t^{ij} = ∫λ_t(x_P) Ω_ij(x)dx / [(2p)^t t! √(π/p)] (18)

at t = s. Using (7), λ_tΩ_ij = K r_ij Λ_t, and (16) turns (18) into

E_t^{ij} = K/[(2p)^t t!] · √(p/π) ∫r_ij^(t)(y) exp(−p y²)dy. (19)

The coefficient is the Gaussian average of the t-th derivative of r_ij, multiplied by K/[(2p)^t t!]. For t > n that derivative is identically zero, which is a third proof of (11), now valid for infinite series that converge in the weighted norm. For t = n the derivative is n! and (12) follows once more. Nothing is claimed here about series that converge in some weaker sense.

This part has shown that the expansion of Ω_ij in Hermite Gaussians at P exists, is unique and stops at t = i + j, and it has derived the recurrences for the coefficients. What remains is to see when the truncation fails, how the coefficients behave in limiting cases, why these functions are useful for integrals, and how a numerical example compares with independent checks.
